Bulk modulus of a Lennard-Jones fcc crystal from lattice sums

**Problem**

A film of residual gas has frozen onto a chip in a cryostat. Its molecules are small, nearly spherical and closed-shell, and dispersion forces hold them together. Model the solid as an infinite face-centred cubic (fcc) crystal of identical particles at rest, each pair having the energy

φ(r) = 4ε[(σ/r)¹² − (σ/r)⁶].

Here ε is the depth of the pair well and σ is the distance at which φ vanishes. Take ε = 15 meV and σ = 0.40 nm. The external pressure is zero and no pair is left out.

(a) Estimate the bulk modulus B = −V dP/dV by scaling.
(b) Evaluate the lattice sums and find B for this model, first in units of ε/σ³ and then in GPa.
(c) Explain the difference between the two, and judge how far the model can be trusted for such a film.

**First estimate by scaling**

The static model contains one energy, ε, and one length, σ. A modulus is an energy per volume, so B must be a pure number times ε/σ³. To estimate the number, keep only the bonds between nearest neighbours, at distance r.

An fcc site has 12 nearest neighbours, and each bond is shared by two particles, so the energy per particle is u = 6φ(r). The cubic cell has edge √2 r and holds four particles, so the volume per particle is

v = (√2 r)³/4 = r³/√2.

With these bonds alone, zero pressure puts r at the minimum of φ. Setting φ′ = 0 gives (σ/r)⁶ = 1/2, hence r³ = √2 σ³ and v = σ³. The curvature there is

φ″ = 4ε[156(σ/r)¹² − 42(σ/r)⁶]/r² = 4ε(39 − 21)/r² = 72ε/r².

At fixed particle number and zero temperature P = −du/dv, so B = v d²u/dv². Since dv/dr = 3v/r and φ′ = 0, the second derivative is 6φ″/(3v/r)², and

B ≈ v · 6φ″ r²/(9v²) = (2/3)(72ε)/v = 48 ε/σ³.

For the conversion, ε = 0.015 × 1.602×10⁻¹⁹ J = 2.403×10⁻²¹ J and σ³ = 6.4×10⁻²⁹ m³. Because 1 J/m³ is 1 Pa, ε/σ³ = 0.03755 GPa. The estimate is therefore 48 × 0.03755 = 1.80 GPa.

**Exact solution of the static model**

*The lattice sums.* Let R be the distance from one site to another, and define

Aₙ = Σ (R/r)⁻ⁿ,

summed over all other sites. Fcc sites can be labelled by integers i, j, k with even sum, at R² = r²(i² + j² + k²)/2. The first three shells hold 12, 6 and 24 sites, at (R/r)² = 1, 2 and 3. They give

A₆ ≈ 12 + 6/2³ + 24/3³ = 13.63889,
A₁₂ ≈ 12 + 6/2⁶ + 24/3⁶ = 12.12667.

The remaining sites can be treated as a continuum. With lengths measured in r there are √2 sites per unit volume, so the sites beyond a radius X contribute

∫ 4πx² √2 x⁻ⁿ dx (from X to ∞) = 4π√2 X³⁻ⁿ/(n − 3).

This converges because n > 3. A sensible X encloses the volume belonging to the 43 sites already counted, the central one included: (4π/3)X³ = 43/√2, or X³ = 7.259. The tails are then 5.924/7.259 = 0.816 for n = 6 and 1.975/7.259³ = 0.005 for n = 12. This gives A₆ ≈ 14.455 and A₁₂ ≈ 12.132 by hand.

Counting sites individually out to 30 nearest-neighbour distances, and using the continuum only beyond, gives

A₆ = 14.45392, A₁₂ = 12.13188.

A separate evaluation, in which the slowly converging part is summed over reciprocal lattice vectors, gives the same five decimals.

*The energy.* Summing φ over all neighbours and halving, since each pair is shared, gives

u = 2ε[A₁₂(σ/r)¹² − A₆(σ/r)⁶].

Let w = v/σ³. From r³ = √2 v follow r⁶ = 2v² and r¹² = 4v⁴, so

u/ε = A₁₂/(2w⁴) − A₆/w².

*Equilibrium.* In units of ε/σ³ the pressure is

P = −d(u/ε)/dw = 2A₁₂/w⁵ − 2A₆/w³.

It vanishes at w₀² = A₁₂/A₆ = 0.8393, so w₀ = 0.9162. The nearest distance is r₀ = (√2 w₀)^(1/3) σ = 1.0902σ, or 0.436 nm. Inserting w₀ into the energy gives

u₀ = ε[A₆²/(2A₁₂) − A₆²/A₁₂] = −εA₆²/(2A₁₂) = −8.610ε.

The cohesive energy is thus 129.2 meV per particle.

*The modulus.* Differentiating P and multiplying by −w gives, in units of ε/σ³,

B(w) = 10A₁₂/w⁵ − 6A₆/w³.

At equilibrium A₁₂ = A₆w₀², so the first term becomes 10A₆/w₀³ and

B = 4A₆/w₀³ = 4A₆^(5/2)/A₁₂^(3/2).

This is positive, so the stationary point is a minimum of the energy. Numerically,

B = 4 × 14.45392/0.7690 ≈ 75.2 ε/σ³,
B = 75.19 × 0.03755 GPa = 2.82 GPa.

Since |u₀|/ε = A₆/(2w₀²), the result can also be read as B = 8|u₀|/v₀: in this model the modulus is eight times the cohesive energy density.

*A check through sound waves.* The same modulus can be found from sound waves, which strain the crystal locally while its total volume stays fixed. In a cubic crystal, an equal strain e along all three axes produces the stress (C₁₁ + 2C₁₂)e and the relative volume change 3e, so B = (C₁₁ + 2C₁₂)/3. Long waves travelling along a cube edge have speeds fixed by C₁₁ (longitudinal) and C₄₄ (transverse).

The missing C₁₂ follows from the central forces. Regard φ as a function of R². A strain η changes R² by 2Σηᵢⱼ RᵢRⱼ, so the second-order energy contains the products RᵢRⱼRₖRₗ, which do not depend on the order of their indices. The constants C₁₂ (indices xxyy) and C₄₄ (indices xyxy) are therefore equal. This needs zero pressure, so that no first-order term interferes, and inversion symmetry at every site, so that no particle shifts relative to the uniform strain.

The long-wavelength vibrations of the crystal give C₁₁ = 105.18 and C₄₄ = 60.19 in units of ε/σ³. Then (105.18 + 2 × 60.19)/3 = 75.19, in agreement with the formula.

*How far the linear law reaches.* From B(w) and P(w), at w₀,

dB/dw = −50A₁₂/w₀⁶ + 18A₆/w₀⁴ = −32A₆/w₀⁴,
dP/dw = −10A₁₂/w₀⁶ + 6A₆/w₀⁴ = −4A₆/w₀⁴,

so dB/dP = 8. The crystal stiffens quickly under pressure. Reducing the volume by 1 % takes 0.0282 GPa by the linear law P = B × 0.01, but 0.0295 GPa by the full P(w).

Under tension the opposite happens. B(w) falls to zero at w² = 5A₁₂/(3A₆), that is at v = √(5/3) v₀ ≈ 1.29v₀. Beyond this volume the static crystal cannot resist uniform expansion; whether it fails in shear earlier is a separate question.

**Comparison of the two**

The estimate of 48 lies 36 % below the full value of 75.2. It is the same formula with A₆ = A₁₂ = 12, so the difference comes entirely from the distant neighbours. They raise A₁₂ by 1.1 % but A₆ by 20 %: what the estimate misses is almost purely attraction.

It may seem odd that extra attraction stiffens a solid. At fixed volume it does not. Holding w = 1, the equilibrium volume of the estimate, the full sums give

B(1) = 10A₁₂ − 6A₆ = 121.3 − 86.7 = 34.6,

which is less than 48. But the crystal is not in equilibrium at that volume. The distant attraction pulls it in by 8.4 % in volume, and the nearest bonds shorten from 1.122σ to 1.090σ, onto the steep repulsive side of their well. This contraction raises B from 34.6 to 75.2, more than repaying the initial loss.

The sum also converges slowly for this purpose. Three shells without a tail give B = 65.07, still 13 % low, because B varies as A₆^(5/2) and so magnifies a relative error in A₆ by about 2.5.

**The model beside a real film**

The parameters are round values in the rough range for small molecules bound by dispersion, and a modulus of a few GPa is usual for such soft solids. A silicon chip, at roughly 100 GPa, is far stiffer and hardly yields to the film. A film that adheres to it can therefore neither spread nor contract sideways, so under a load normal to its surface the relevant constant is not B. For a crystalline film with a cube edge along the normal it is C₁₁, here 105.18 × 0.03755 = 3.95 GPa. The value depends on orientation: with a cube diagonal along the normal (close-packed planes parallel to the chip) it is (C₁₁ + 2C₁₂ + 4C₄₄)/3 = 5.84 GPa. Both are static values and assume a load spread over an area wide compared with the film thickness. Pores and disorder in a real deposit are not included, and their effect has not been estimated here.

One assumption that real molecules break is that they are at rest. For a particle mass of 30 u, the zero-point energy is 10.1 meV per particle at the static volume, about 8 % of the cohesive energy. Its effect can be estimated by minimizing, over volume, the static energy plus the free energy of harmonic vibrations whose frequencies depend on volume:

F(v,T) = u(v) + Σ[ħω/2 + k_BT ln(1 − exp(−ħω/k_BT))],

where the sum is taken per particle and B = v ∂²F/∂v². At 0 K the volume grows by 3.0 % and B falls to 2.45 GPa, 13 % below the static value. At 40 K the growth is 4.5 % and B is 2.09 GPa, 26 % below. These shifts belong to the chosen ε, σ and mass. For more weakly bound or lighter molecules they are larger: nitrogen-like values (8.2 meV, 0.37 nm, 28 u) give about 20 % at 0 K and 37 % at 30 K.

Expansion is the cause of the softening. The static modulus at the two enlarged volumes is lower still, 2.21 and 1.96 GPa, and the curvature of the vibrational free energy gives back 0.24 and 0.13 GPa. This treatment omits anharmonic effects at fixed volume. A self-consistent single-frequency (Einstein) estimate indicates their size: B is unchanged at 0 K but about 0.1 GPa higher at 40 K, so the 40 K value is good to about two digits.

The second broken assumption is that energies add pair by pair. Dispersion also has a three-body part, the Axilrod-Teller energy. For a triangle with sides a, b, c and interior angles θ₁, θ₂, θ₃, and with each particle treated as an oscillator of a single frequency, it is

E₃ = (3/4)αC₆(1 + 3 cos θ₁ cos θ₂ cos θ₃)/(abc)³.

With a rough polarizability volume α = 0.0025 nm³ and C₆ = 4εσ⁶ read off from φ, it costs 15.3 meV per particle at the static volume when triangles are counted out to four nearest-neighbour distances, and 15.5 meV when the sum is converged; the expansion and modulus below do not change at the digits shown. Added to the static energy, it expands the crystal by 4.6 % and lowers B by 16 %, to 2.36 GPa. This is a measure of size rather than a correction to apply: values of ε and σ fitted to a real solid may already contain part of the effect. It is also a generous measure, because 4εσ⁶ is 411 atomic units here, whereas methane, with nearly the same α, has C₆ of about 120 (time-dependent Hartree-Fock, aug-cc-pVDZ basis). With methane's three-body coefficient in the same lattice the energy is about 4 meV and B falls by only about 5 %. If the three-body energy is nevertheless added together with the vibrations (frequencies from the pair forces alone), the shifts roughly add: B falls by 28 % at 0 K and by 42 % at 40 K.

The static value is thus best quoted as 2.8 GPa. Vibrations lower it by 13 to 26 % up to 40 K and the three-body term by about 5 to 16 %, depending on C₆; with the larger choice the two together give 28 to 42 %. Not every neglected effect lowers B: for the nitrogen-like values, the quadrupole forces between orientationally ordered N₂ molecules (quadrupole moment about 1.1 atomic units, orientations held fixed) raise the static modulus by about 20 %, as much as vibrations remove at 0 K; the zero-point rocking of the molecules about these orientations, estimated with a single librational frequency, trims the gain to about 16 %. The static value applies to a cold film. The vibrational estimate alone lowers B by 38 % at 60 K and by 52 % at 80 K, where its neglect of anharmonicity at fixed volume makes it rough: the self-consistent single-frequency estimate gives about 31 % and 39 %. That estimate overcorrects: adding instead the anharmonic pressure of a classical molecular-dynamics crystal of 108 particles gives about 34 % and 44 %, between the two. A Lennard-Jones solid melts near k_BT ≈ 0.7ε, about 120 K for these parameters. In a pumped cryostat the film is lost by sublimation long before that. Equating F with the chemical potential of an ideal gas of the same particles gives a vapour pressure of about 2×10⁻⁶ Pa at 40 K and 0.3 Pa at 60 K, and free evaporation removes roughly 0.01 nm/s at 40 K, 10 nm/s at 50 K and 1 µm/s at 60 K; with the nitrogen-like values the loss is already about 100 nm/s at 30 K. These rates come from the pair model of spherical particles and depend exponentially on the binding energy, so they fix orders of magnitude only. Adding the three-body energy raises them by a factor of about 3 to 40 at 40 K and 2 to 10 at 60 K, depending on its coefficient. Adding the quadrupole binding, librations and gas rotation of N₂ lowers the 30 K figure to roughly 45 nm/s. At 300 K, where k_BT is 25.9 meV, this crystal does not exist at zero pressure. The lattice sums, the static results and the separate vibrational (0 and 40 K) and three-body shifts are collected in the numerical output below.

Numbers as computed

```
shell 1: sites 12, (R/r)^2 = 1
shell 2: sites 6, (R/r)^2 = 2
shell 3: sites 24, (R/r)^2 = 3
A6, three shells: 13.63889
A12, three shells: 12.12667
A6, full: 14.45392; resummed: 14.45392
A12, full: 12.13188; resummed: 12.13188
r0: 1.0902 sigma; explicit minimum: 1.0902 sigma
v0: 0.9162 sigma^3
u0: -8.6102 epsilon per particle
B, nearest shell only: 48.00 epsilon/sigma^3
B, three shells: 65.07 epsilon/sigma^3
B, full formula: 75.19 epsilon/sigma^3
B, finite differences: 75.20 epsilon/sigma^3
C11: 105.18, C44: 60.19 epsilon/sigma^3
B, from sound waves: 75.19 epsilon/sigma^3
dB/dP, finite differences: 8.00
input epsilon: 15.0 meV
input sigma: 0.40 nm
input mass: 30 u
input polarizability volume: 0.0025 nm^3
epsilon/sigma^3: 0.03755 GPa
nearest distance: 0.4361 nm
cohesive energy: 129.2 meV per particle
static B: 2.823 GPa
P at 1 % volume reduction, linear: 0.0282 GPa
P at 1 % volume reduction, full: 0.0295 GPa
zero-point energy at v0: 10.09 meV per particle
0 K: volume change 3.0 %
0 K: B with vibrations 2.45 GPa (-13 %)
0 K: static B at that volume 2.21 GPa
40 K: volume change 4.5 %
40 K: B with vibrations 2.09 GPa (-26 %)
40 K: static B at that volume 1.96 GPa
three-body energy at v0: 15.3 meV per particle
three-body volume change: 4.6 %
B with three-body term: 2.36 GPa (-16 %)
thermal energy kT at 300 K: 25.9 meV
```
